# Free-electron potential parameters and the linearized potential function in a Wigner-Seitz sphere

## Problem

An electron of mass $m$ moves in a Wigner-Seitz sphere of radius $s$ with zero potential inside. Let $K=\hbar^2/2m$ and $E=Kk^2$. For angular momentum $l$ the radial function $\phi_l(E,r)$ is regular at $r=0$ and obeys

$$
H\phi_l=E\phi_l,\qquad
H=-K\left[\frac{1}{r^2}\frac{d}{dr}r^2\frac{d}{dr}-\frac{l(l+1)}{r^2}\right].
$$

It is real and normalized at every energy, $\int_0^s\phi_l^2r^2dr=1$. Its logarithmic derivative at the sphere and the potential function are

$$
D_l(E)=\frac{s\,\phi_l'(E,s)}{\phi_l(E,s)},\qquad
P_l(E)=2(2l+1)\frac{D_l+l+1}{D_l-l}.
$$

In the linear muffin-tin orbital method, $\phi_l$ is calculated at one energy $E_\nu$, together with its energy derivative $\dot\phi_l=\partial\phi_l/\partial E$ there. The potential function is then approximated by

$$
P_l^{\rm lin}(E)=\frac{E-C_l}{\Delta_l+\gamma_l(E-C_l)} .
$$

The size of the error is governed by a fourth parameter, $p_l=\int_0^s\dot\phi_l^2r^2dr$.

(a) Express $C$, $\Delta$ and $\gamma$ through $\phi$ and $\dot\phi$ at the sphere, and show how $p$ enters the error.

(b) Find all four parameters for $E_\nu=0$, the bottom of the free-electron band.

(c) Find the exact $P_l(E)$ and the leading error of the linearized one.

(d) For $s=0.2$ nm and one electron per sphere, with both spin states available, compare the two functions for s, p and d waves at $E_F/2$, $E_F$ and $2E_F$, where $E_F$ is the Fermi energy. What changes if $E_\nu=E_F/2$?

## Solution

The index $l$ is dropped where no confusion arises. Functions without an energy argument are taken at $E_\nu$.

### What the potential function measures

Continue the wave outside the sphere by a solution of zero kinetic energy, $a(r/s)^l+b(r/s)^{-l-1}$. Matching gives

$$
D=\frac{la-(l+1)b}{a+b},\qquad
D+l+1=\frac{(2l+1)a}{a+b},\qquad
D-l=-\frac{(2l+1)b}{a+b}.
$$

Thus $P=-2(2l+1)a/b$. At a zero of $P$ the continuation is the decaying tail $r^{-l-1}$ alone. At a pole it is $r^l$ alone.

### (a) The parameters from $\phi$ and $\dot\phi$

**Green's identity.** Differentiating $(H-E)\phi(E,r)=0$ with respect to $E$ gives $(H-E_\nu)\dot\phi=\phi$. Differentiating the normalization gives $\int\phi\dot\phi\,r^2dr=0$. Therefore

$$
1=\int_0^s\left[\phi(H-E_\nu)\dot\phi-\dot\phi(H-E_\nu)\phi\right]r^2dr
=-Ks^2\left[\phi\dot\phi'-\dot\phi\phi'\right]_{r=s}.
$$

The centrifugal and energy terms cancel in the difference. The kinetic terms form a total derivative, whose value at $r=0$ vanishes for regular functions. Let $D_\nu$ and $\dot D$ be the logarithmic derivatives of $\phi$ and $\dot\phi$ at $s$; here $\dot D$ means $s\dot\phi'(s)/\dot\phi(s)$, not $dD/dE$. Then

$$
Ks\,\phi(s)\dot\phi(s)(D_\nu-\dot D)=1. \tag{1}
$$

**A trial function with prescribed $D$.** Let $\Phi=\phi+\omega\dot\phi$. It has logarithmic derivative $D$ if

$$
D\,[\phi(s)+\omega\dot\phi(s)]=D_\nu\phi(s)+\omega\dot D\,\dot\phi(s),
$$

that is,

$$
\omega(D)=-\frac{\phi(s)}{\dot\phi(s)}\,\frac{D-D_\nu}{D-\dot D}. \tag{2}
$$

**How $\omega$ is related to the energy.** Let $\varepsilon=E-E_\nu$, and insert the exact $D(E)$ in (2). Since $\phi(E,r)=\phi+\varepsilon\dot\phi+O(\varepsilon^2)$, the exact $D(E)$ equals that of $\phi+\varepsilon\dot\phi$ up to $O(\varepsilon^2)$. With $\phi(s)\neq0$ this gives $\omega=\varepsilon+O(\varepsilon^2)$. Hence $\Phi$ differs from the exact $\phi(E,r)$ by a function $\delta=O(\varepsilon^2)$.

Both functions have the same $D$, so the boundary term in Green's identity vanishes between them and $H$ acts as a symmetric operator. Because $(H-E)\phi(E,r)=0$,

$$
\langle\Phi|H-E|\Phi\rangle=\langle\delta|H-E|\delta\rangle=O(\varepsilon^4).
$$

The left side can be evaluated directly. From $H\Phi=E_\nu\Phi+\omega\phi$, normalization and orthogonality,

$$
\langle\Phi|H-E_\nu|\Phi\rangle=\omega,\qquad
\langle\Phi|\Phi\rangle=1+p\,\omega^2 .
$$

Consequently

$$
\varepsilon=\frac{\omega}{1+p\omega^2}+O(\varepsilon^4)
=\omega-p\omega^3+O(\varepsilon^4),
\qquad
\omega=\varepsilon+p\varepsilon^3+O(\varepsilon^4). \tag{3}
$$

**$P$ as a function of $\omega$.** Let $\omega_-=\omega(-l-1)$ and $\Phi_-=\phi(s)+\omega_-\dot\phi(s)$. First separate the constant part of $1/P$:

$$
\frac1P=\frac{(D+l+1)-(2l+1)}{2(2l+1)(D+l+1)}
=\frac{1}{2(2l+1)}-\frac{1}{2(D+l+1)}. \tag{4}
$$

For $\Phi=\phi+\omega\dot\phi$,

$$
D+l+1=\frac{(D_\nu+l+1)\phi(s)+\omega(\dot D+l+1)\dot\phi(s)}
{\phi(s)+\omega\dot\phi(s)} .
$$

The numerator is linear in $\omega$ and vanishes at $\omega_-$, so it equals $(\dot D+l+1)\dot\phi(s)(\omega-\omega_-)$. The denominator equals $\Phi_-+(\omega-\omega_-)\dot\phi(s)$. Therefore

$$
\frac1{D+l+1}=\frac1{\dot D+l+1}
+\frac{\Phi_-}{(\dot D+l+1)\dot\phi(s)}\,\frac1{\omega-\omega_-}. \tag{5}
$$

The coefficient simplifies. From (2) and then (1),

$$
\Phi_-=\phi(s)\left[1-\frac{D_\nu+l+1}{\dot D+l+1}\right]
=\phi(s)\frac{\dot D-D_\nu}{\dot D+l+1}
=-\frac{1}{Ks\,\dot\phi(s)(\dot D+l+1)} . \tag{6}
$$

So $1/[(\dot D+l+1)\dot\phi(s)]=-Ks\Phi_-$. Inserting (5) in (4) gives

$$
\frac1P=\gamma+\frac{\Delta}{\omega-\omega_-},\qquad
\Delta=\frac{Ks}{2}\Phi_-^2,\qquad
\gamma=\frac{\dot D-l}{2(2l+1)(\dot D+l+1)}. \tag{7}
$$

No approximation has been made in (7) if $\omega$ is calculated from the exact $D(E)$. Linearization replaces $\omega$ by $E-E_\nu$. With

$$
C=E_\nu+\omega_-
$$

it gives the form stated in the problem. By (3), the first omitted term in $\omega$ is $p\varepsilon^3$. Retaining it gives the third-order potential function.

### (b) The parameters at $E_\nu=0$

**The functions.** At zero energy the regular solution is $\phi=Ar^l$. Normalization requires $A^2s^{2l+3}/(2l+3)=1$, hence $A^2=(2l+3)/s^{2l+3}$.

The derivative obeys $H\dot\phi=\phi$. Try $\dot\phi=A(br^l+cr^{l+2})$. The term in $r^l$ is annihilated by $H$, while

$$
Hr^{l+2}=-K[(l+2)(l+3)-l(l+1)]r^l=-2K(2l+3)r^l .
$$

Thus $c=-1/[2(2l+3)K]$. Orthogonality to $\phi$ gives

$$
\frac{b\,s^{2l+3}}{2l+3}+\frac{c\,s^{2l+5}}{2l+5}=0,
\qquad b=-c\,\frac{2l+3}{2l+5}s^2 ,
$$

and so

$$
\dot\phi=\frac{Ar^l}{2(2l+3)K}
\left[\frac{2l+3}{2l+5}s^2-r^2\right]. \tag{8}
$$

At $r=s$ the bracket equals $-2s^2/(2l+5)$. Hence

$$
\dot\phi(s)=-\frac{As^{l+2}}{(2l+3)(2l+5)K},\qquad
s\dot\phi'(s)=l\dot\phi(s)-\frac{As^{l+2}}{(2l+3)K}
=(3l+5)\dot\phi(s).
$$

The boundary data are therefore

$$
D_\nu=l,\qquad \dot D=3l+5,\qquad
\frac{\phi(s)}{\dot\phi(s)}=-(2l+3)(2l+5)\frac{K}{s^2}.
$$

**$C$, $\Delta$ and $\gamma$.** Setting $D=-l-1$ in (2),

$$
C=\omega_-=(2l+3)(2l+5)\frac K{s^2}\,\frac{-(2l+1)}{-(4l+6)}
=\frac{(2l+1)(2l+5)}{2}\frac K{s^2}. \tag{9}
$$

By (6), $\Phi_-=\phi(s)(2l+5)/(4l+6)$, and $\phi(s)^2=(2l+3)/s^3$. Equation (7) then gives

$$
\Delta=\frac{Ks}{2}\,\frac{2l+3}{s^3}\,\frac{(2l+5)^2}{4(2l+3)^2}
=\frac{(2l+5)^2}{8(2l+3)}\frac K{s^2}, \tag{10}
$$

$$
\gamma=\frac{2l+5}{2(2l+1)(4l+6)}
=\frac{2l+5}{4(2l+1)(2l+3)}. \tag{11}
$$

**The parameter $p$.** Let $\langle f\rangle=\int_0^s f\phi^2r^2dr$. Then $\langle r^2\rangle=(2l+3)s^2/(2l+5)$ and $\langle r^4\rangle=(2l+3)s^4/(2l+7)$. The bracket in (8) is $\langle r^2\rangle-r^2$, so its mean square is the variance of $r^2$:

$$
\langle r^4\rangle-\langle r^2\rangle^2
=(2l+3)s^4\,\frac{(2l+5)^2-(2l+3)(2l+7)}{(2l+7)(2l+5)^2}
=\frac{4(2l+3)s^4}{(2l+7)(2l+5)^2}.
$$

The difference in the numerator is 4. Dividing by $[2(2l+3)K]^2$,

$$
p=\frac{s^4}{K^2(2l+3)(2l+5)^2(2l+7)}. \tag{12}
$$

Since $\Delta=\gamma C$, the linearized function reduces to

$$
P^{\rm lin}(E)=\frac{E-C}{\gamma C+\gamma(E-C)}
=\frac1\gamma\left(1-\frac CE\right). \tag{13}
$$

### (c) The exact function and the leading error

At positive energy $\phi_l\propto j_l(kr)$. Let $x=ks$. The recurrences

$$
xj_l'=lj_l-xj_{l+1}=xj_{l-1}-(l+1)j_l
$$

give $D-l=-xj_{l+1}/j_l$ and $D+l+1=xj_{l-1}/j_l$. Therefore

$$
P(E)=-2(2l+1)\frac{j_{l-1}(x)}{j_{l+1}(x)},\qquad
j_{-1}(x)=\frac{\cos x}{x}. \tag{14}
$$

To find the error of (13), use (7) with $\Delta=\gamma C$, which gives $P=(1-C/\omega)/\gamma$. From (3), $1/\omega=1/E-pE+O(E^2)$. Hence

$$
P-P^{\rm lin}=\frac{pC}{\gamma}E+O(E^2)
=\frac{2(2l+1)^2}{(2l+5)^2(2l+7)}x^2+O(x^4). \tag{15}
$$

The second form uses $E=Kx^2/s^2$, so $O(E^2)$ is $O(x^4)$. The linearized function thus has the correct $1/E$ and constant terms, and near the band bottom it lies below the exact one.

The distant behaviour is different. Equation (13) tends to $1/\gamma$ at high energy, whereas (14) has further poles at the zeros of $j_{l+1}$. A single fractional linear function of $E$ cannot reproduce them.

**How good is $C$?** The first zero of the exact $P$ is the lowest eigenvalue for the boundary condition $D=-l-1$. Indeed, integration by parts gives, for a normalized function $f$,

$$
\langle f|H|f\rangle=K\int_0^s[r^2f'^2+l(l+1)f^2]dr+K(l+1)s f(s)^2>0,
$$

so there is no eigenvalue at or below zero. The trial function $\phi+\omega_-\dot\phi$ satisfies the same boundary condition. Its energy $C/(1+pC^2)$ is therefore an upper bound to that zero, and $C$ lies higher still.

### (d) Numbers

**Scales.** The values $K=0.03810$ eV nm² and $s=0.2$ nm give $K/s^2=0.9525$ eV. One electron per sphere means a density $n=3/(4\pi s^3)$. With two spin states,

$$
k_Fs=(3\pi^2n)^{1/3}s=\left(\frac{9\pi}{4}\right)^{1/3}=1.919,
\qquad E_F=0.9525\times1.919^2=3.508\ \text{eV}.
$$

For the s wave, (9) to (12) give

$$
C=\tfrac52(0.9525)=2.381\ \text{eV},\quad
\Delta=\tfrac{25}{24}(0.9525)=0.992\ \text{eV},\quad
\gamma=\tfrac5{12},
$$

$$
p=\frac1{525(0.9525)^2}=2.10\times10^{-3}\ \text{eV}^{-2}.
$$

The three waves together are:

| Wave | $C$ (eV) | $\Delta$ (eV) | $\gamma$ | $p$ (eV$^{-2}$) |
|---|---:|---:|---:|---:|
| s | 2.381 | 0.992 | 0.4167 | $2.10\times10^{-3}$ |
| p | 10.001 | 1.167 | 0.1167 | $5.00\times10^{-4}$ |
| d | 21.431 | 1.378 | 0.0643 | $1.77\times10^{-4}$ |

The exact first zeros of $P$ are 2.350, 9.401 and 19.232 eV. Relative to them, $C$ is too high by 1.3, 6.4 and 11.4 %. The variational values $C/(1+pC^2)$ are 2.353, 9.525 and 19.822 eV, closer in each case. The discrepancy grows with $l$ here because the zero moves away from $E_\nu$: the dimensionless measure $pC^2$ is 0.012, 0.050 and 0.081.

**Potential functions.** For the s wave at $E_F$, (13) gives

$$
P^{\rm lin}=2.4\left(1-\frac{2.381}{3.508}\right)=0.771,
$$

while (14) gives 0.821. The third-order column below replaces $E$ in (13) by $E+pE^3$.

| Wave | $E/E_F$ | Exact | Linearized | Third order |
|---|---:|---:|---:|---:|
| s | 0.5 | −0.835 | −0.858 | −0.837 |
| s | 1 | 0.821 | 0.771 | 0.812 |
| s | 2 | 1.713 | 1.585 | 1.662 |
| p | 0.5 | −40.221 | −40.300 | −40.224 |
| p | 1 | −15.698 | −15.864 | −15.715 |
| p | 2 | −3.273 | −3.646 | −3.353 |
| d | 0.5 | −174.391 | −174.498 | −174.395 |
| d | 1 | −79.251 | −79.471 | −79.265 |
| d | 2 | −31.484 | −31.958 | −31.548 |

At $E_F$ the differences, exact minus linearized, are 0.050, 0.166 and 0.221. The leading term (15) predicts 0.042, 0.150 and 0.207, so it accounts for most of each difference.

The absolute error in $P$ increases with $l$, but $P$ itself has very different sizes and slopes in the three waves. An error in energy is easier to interpret. Solving (13) for the energy at which the linearized function takes the exact value $P(E_F)$ gives $C/[1-\gamma P(E_F)]$. For the s wave this is

$$
\frac{2.381}{1-0.4167\times0.8214}=3.62\ \text{eV},
$$

or 0.11 eV above $E_F$. The corresponding shifts for p and d are 0.024 and 0.008 eV. By this measure the s wave is the least accurate at $E_F$, in line with its largest $p$.

The next exact poles lie at 19.23, 31.64 and 46.51 eV for s, p and d. The linearized functions pass these energies smoothly, on their way to the limits 2.40, 8.57 and 15.56. They are unusable there.

**Changing $E_\nu$.** The general formulas of part (a), evaluated numerically at $E_\nu=E_F/2=1.754$ eV, give:

| Wave | $C$ (eV) | $\Delta$ (eV) | $\gamma$ | $p$ (eV$^{-2}$) | $P^{\rm lin}(E_F)$ |
|---|---:|---:|---:|---:|---:|
| s | 2.351 | 0.956 | 0.4040 | $2.93\times10^{-3}$ | 0.813 |
| p | 9.767 | 1.108 | 0.1134 | $6.08\times10^{-4}$ | −15.722 |
| d | 21.021 | 1.323 | 0.0629 | $2.01\times10^{-4}$ | −79.281 |

The potential parameters are therefore not properties of the free electron alone; they also depend on the expansion energy. The errors of $P^{\rm lin}(E_F)$ fall by factors of about 6.2, 6.9 and 7.3. Halving $\varepsilon$ in $p\varepsilon^3$ would give a factor of 8 at fixed $p$. Allowing for the increase of $p$ lowers this estimate to 5.7, 6.6 and 7.0, near the calculated factors. Most of the remaining gap comes from the terms beyond $p\varepsilon^3$, which weigh more at the larger $\varepsilon$: for the s wave at $E_F$ they add 24 % to $\omega-\varepsilon$ when $E_\nu=0$ and 10 % when $E_\nu=E_F/2$.

The gain at $E_F$ has a cost at the band bottom, small as an energy but not small in $P$ close to $E=0$. The s-wave pole of the linearized function, at $C-\Delta/\gamma$, moves from zero to about $-0.015$ eV, while the exact pole remains at $E=0$. The s-wave $P^{\rm lin}$ is therefore off by 2.5 % at $0.1E_F$ and by 16 % at $0.02E_F$, where the expansion about $E_\nu=0$ errs by less than 0.05 %. The numerical check tests the closed formulas against quadrature and energy differences, and the expansion (15) against the series of the Bessel ratio.

## Table of computed values

```
K = hbar^2/2m = 0.038100 eV nm^2
sphere radius s = 0.200 nm
energy unit K/s^2 = 0.95250 eV
Fermi wave number = 9.5958 1/nm, k_F s = 1.9192
Fermi energy E_F = 3.5082 eV = 5.6208e-19 J
s, Ev=0: C = 2.3812 eV, Delta = 0.9922 eV
   gamma = 0.41667, p = 2.0995e-03 eV^-2, p^(-1/2) = 21.82 eV
   log derivative of phidot = 5.0000
p, Ev=0: C = 10.0012 eV, Delta = 1.1668 eV
   gamma = 0.11667, p = 4.9988e-04 eV^-2, p^(-1/2) = 44.73 eV
   log derivative of phidot = 8.0000
d, Ev=0: C = 21.4311 eV, Delta = 1.3777 eV
   gamma = 0.06429, p = 1.7673e-04 eV^-2, p^(-1/2) = 75.22 eV
   log derivative of phidot = 11.0000
s: exact zero of P = 2.3502 eV, variational = 2.3532 eV
   C too high by 1.32 %, next exact pole = 19.232 eV, 1/gamma = 2.4000
p: exact zero of P = 9.4008 eV, variational = 9.5250 eV
   C too high by 6.39 %, next exact pole = 31.639 eV, 1/gamma = 8.5714
d: exact zero of P = 19.2316 eV, variational = 19.8222 eV
   C too high by 11.44 %, next exact pole = 46.511 eV, 1/gamma = 15.5556
P(E), Ev=0: wave, E/E_F, exact, linearized, third order
s  0.5  -0.83513  -0.85806  -0.83715
s  1.0  0.82144  0.77097  0.81200
s  2.0  1.71253  1.58548  1.66178
p  0.5  -40.22057  -40.29954  -40.22448
p  1.0  -15.69763  -15.86405  -15.71464
p  2.0  -3.27256  -3.64631  -3.35287
d  0.5  -174.39148  -174.49820  -174.39491
d  1.0  -79.25063  -79.47132  -79.26508
d  2.0  -31.48383  -31.95788  -31.54807
Parameters for Ev = E_F/2 = 1.7541 eV
s: C = 2.3508 eV, Delta = 0.9556 eV, gamma = 0.40396
   p = 2.9264e-03 eV^-2, linearized P(E_F) = 0.81326
p: C = 9.7667 eV, Delta = 1.1076 eV, gamma = 0.11337
   p = 6.0762e-04 eV^-2, linearized P(E_F) = -15.72178
d: C = 21.0211 eV, Delta = 1.3233 eV, gamma = 0.06295
   p = 2.0087e-04 eV^-2, linearized P(E_F) = -79.28103
```
